# Scharfetter–Gummel flux for ionized dopants and its zero-flux equilibrium: a program that tests the result

```python
"""Scharfetter-Gummel flux of an ionized dopant between two mesh points.

Result under test: for constant diffusivity D, constant field and constant flux,
    J = (D/h) [B(a) C_left - B(-a) C_right],   B(a) = a/(exp(a)-1),
    a = z (u_right - u_left),  u = q psi/(k T),  z = ion charge number,
and J = 0 exactly when C_right/C_left = exp(-a).
h is the mesh spacing and C the dopant concentration.
Lengths are in cm, concentrations in cm^-3, times in s, unless a label says nm.
Material parameters are rough values for boron and arsenic in hot silicon.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erfc

NM = 1e-7                       # one nanometre in cm
temperature = 1273.0            # K
thermal_voltage = sc.k * temperature / sc.e
n_intrinsic = 1e19              # cm^-3, rough
donor_peak = 1e20               # cm^-3
boron_start = 1e17              # cm^-3
boron_diff = 1.4e-14            # cm^2/s, rough
arsenic_diff = 1.5e-15          # cm^2/s at n = n_intrinsic, rough
relative_permittivity = 11.7    # rough
mass_ratio = 1.08               # density-of-states electron mass, rough
junction, width = 100 * NM, 20 * NM
coarse_h, box_cells = 40 * NM, 10
anneal_time = 1800.0


def bernoulli(a):
    a = np.asarray(a, dtype=float)
    safe = np.where(a == 0, 1.0, a)
    return np.where(a == 0, 1.0, safe / np.expm1(safe))


def edge_weights(a, scheme):
    if scheme == "sg":
        return bernoulli(a), bernoulli(-a)
    return 1 - a / 2, 1 + a / 2          # central difference


def volumes(count, h):
    vol = np.full(count, h)
    vol[0] = vol[-1] = h / 2
    return vol


def implicit_step(conc, a, diff, h, dt, scheme="sg"):
    """One implicit Euler step in a closed box."""
    w_left, w_right = edge_weights(a, scheme)
    g = diff / h * np.ones(len(a))
    vol = volumes(len(conc), h)
    band = np.zeros((3, len(conc)))
    band[1] = vol / dt
    band[1, :-1] += g * w_left
    band[1, 1:] += g * w_right
    band[0, 1:] = -g * w_right
    band[2, :-1] = -g * w_left
    return solve_banded((1, 1), band, vol / dt * conc)


# ---- cell boundary-value problem solved by Chebyshev collocation ----
order = 48
k = np.arange(order + 1)
cheb = np.cos(np.pi * k / order)
sign = np.where((k == 0) | (k == order), 2.0, 1.0) * (-1.0) ** k
gap = cheb[:, None] - cheb[None, :]
deriv = np.outer(sign, 1 / sign) / (gap + np.eye(order + 1))
deriv -= np.diag(deriv.sum(axis=1))
s_nodes = (1 - cheb) / 2                  # fractional position in the cell
deriv = -2 * deriv                        # derivative with respect to it


def collocate(left, right, exponent, rel_diff):
    """Solve d/ds[-d(s)(C' + v' C)] = 0; return C and flux in units D/h."""
    slope = deriv @ exponent
    flux_operator = -rel_diff[:, None] * (deriv + np.diag(slope))
    system = deriv @ flux_operator
    rhs = np.zeros(order + 1)
    system[0], system[-1] = 0.0, 0.0
    system[0, 0] = system[-1, -1] = 1.0
    rhs[0], rhs[-1] = left, right
    conc = np.linalg.solve(system, rhs)
    return conc, flux_operator @ conc


flux_error = 0.0
for a in (-12.0, -3.0, -0.2, 0.0, 0.2, 1.0, 3.0, 12.0):
    for left, right in ((2.0, 1.0), (0.3, 1.7)):
        conc, flux = collocate(left, right, a * s_nodes, np.ones(order + 1))
        b_plus, b_minus = bernoulli(a), bernoulli(-a)
        scale = b_plus * left + b_minus * right
        formula = b_plus * left - b_minus * right
        flux_error = max(flux_error, np.max(np.abs(flux - formula)) / scale)
        if a == 0:
            shape, enhancement = s_nodes, 1.0
        else:
            shape = np.expm1(-a * s_nodes) / np.expm1(-a)
            enhancement = (a / 2) / np.tanh(a / 2)
        assert np.allclose(conc, left + (right - left) * shape, atol=1e-7)
        split = -(enhancement * (right - left) + a * (left + right) / 2)
        assert abs(flux[order // 2] - split) < 1e-6 * scale
assert flux_error < 1e-6

# Curved potential and varying diffusivity: general integral, zero flux.
v_test = lambda s: 1.5 * s + 0.6 * np.sin(3 * s)
d_test = lambda s: 0.3 + np.exp(-2 * s)
resistance = quad(lambda s: np.exp(v_test(s)) / d_test(s), 0, 1)[0]
_, flux = collocate(2.0, 1.0, v_test(s_nodes), d_test(s_nodes))
general = (2.0 - np.exp(v_test(1.0))) / resistance
assert np.max(np.abs(flux - general)) < 1e-6
_, flux = collocate(1.0, np.exp(-v_test(1.0)), v_test(s_nodes), d_test(s_nodes))
curved_zero = np.max(np.abs(flux))
assert curved_zero < 1e-6


# ---- donor profile and the potential it sets up ----
def donor_profile(x):
    return donor_peak / 2 * erfc((x - junction) / width)


def neutral_potential(net, h=None):
    return np.arcsinh(net / (2 * n_intrinsic))


debye_sq = (relative_permittivity * sc.epsilon_0 * 0.01 * thermal_voltage
            / (2 * sc.e * n_intrinsic))   # cm^2


def poisson_potential(net, h):
    u = neutral_potential(net)
    c = debye_sq / h**2
    for _ in range(30):
        lap = np.empty_like(u)
        lap[1:-1] = u[2:] - 2 * u[1:-1] + u[:-2]
        lap[0], lap[-1] = 2 * (u[1] - u[0]), 2 * (u[-2] - u[-1])
        residual = c * lap - np.sinh(u) + net / (2 * n_intrinsic)
        band = np.zeros((3, len(u)))
        band[0, 1:] = band[2, :-1] = c
        band[0, 1] = band[2, -2] = 2 * c
        band[1] = -2 * c - np.cosh(u)
        change = solve_banded((1, 1), band, -residual)
        u = u + change
        if np.max(np.abs(change)) < 1e-9:
            return u
    raise AssertionError("Poisson iteration did not converge")


states = 2e-6 * (2 * np.pi * mass_ratio * sc.m_e * sc.k * temperature
                 / sc.h**2) ** 1.5        # cm^-3
y = np.linspace(0, 8, 801)


def fermi_half(eta):
    integrand = 2 * y**2 / (1 + np.exp(y**2 - eta))
    return 2 / np.sqrt(np.pi) * np.sum(integrand) * (y[1] - y[0])


assert abs(fermi_half(-8.0) / np.exp(-8.0) - 1) < 1e-3
eta_intrinsic = brentq(lambda e: states * fermi_half(e) - n_intrinsic, -12, 2)
u_table = np.linspace(0, 4, 2001)
net_table = np.array([states * fermi_half(eta_intrinsic + u)
                      - n_intrinsic * np.exp(-u) for u in u_table])


def degenerate_potential(net, h=None):
    return np.interp(net, net_table, u_table)


# ---- anneal of boron (z = -1) beside the donor layer (z = +1) ----
def mesh(refine):
    h = coarse_h / refine
    return h * np.arange(box_cells * refine + 1), h


def fermi_factor(u):
    """Rough share of charged-defect transport in boron diffusion."""
    return 0.1 + 0.9 * np.exp(-u)


def anneal(refine, potential=neutral_potential, fermi_diff=False,
           move_donors=False, own_charge=False, boost=1.0, scheme="sg",
           steps=180):
    x, h = mesh(refine)
    donors, boron = donor_profile(x), np.full(len(x), boron_start)
    dt = anneal_time / steps
    u = potential(donors, h)
    for _ in range(steps):
        if move_donors or own_charge:
            u = potential(donors - boron if own_charge else donors, h)
        du = np.diff(u)
        diff = boron_diff * boost
        if fermi_diff:
            diff = diff * fermi_factor((u[1:] + u[:-1]) / 2)
        boron = implicit_step(boron, -du, diff, h, dt, scheme)
        if move_donors:
            electrons = np.exp(u)
            d_as = arsenic_diff * (electrons[1:] + electrons[:-1]) / 2
            donors = implicit_step(donors, du, d_as, h, dt)
    vol = volumes(len(x), h)
    assert abs(vol @ boron / (boron_start * vol.sum()) - 1) < 1e-8
    left = x < junction
    return boron, vol[left] @ (boron[left] - boron_start)


# Long anneal of a closed box must end in the Boltzmann distribution.
x_coarse, _ = mesh(1)
u_coarse = neutral_potential(donor_profile(x_coarse))
boltzmann = np.exp(u_coarse - u_coarse[-1])
mean_u = (u_coarse[1:] + u_coarse[:-1]) / 2
final = {}
for name, scheme, diff in (
        ("sg", "sg", boron_diff), ("central", "central", boron_diff),
        ("sg_variable", "sg", boron_diff * fermi_factor(mean_u))):
    conc = np.full(len(x_coarse), boron_start)
    for _ in range(8):
        conc = implicit_step(conc, -np.diff(u_coarse), diff, coarse_h, 1e8,
                             scheme)
    final[name] = conc / conc[-1]
equilibrium_error = np.max(np.abs(final["sg"] / boltzmann - 1))
assert equilibrium_error < 1e-7
assert np.max(np.abs(final["sg_variable"] / boltzmann - 1)) < 1e-7
assert abs(final["central"][0] / boltzmann[0] - 1) > 0.5

# Steep field: positive weights keep concentrations positive.
steep = {}
for scheme in ("sg", "central"):
    steep[scheme] = implicit_step(np.ones(6), np.full(5, 3.0), 1.0, 1.0, 1e6,
                                  scheme).min()
assert steep["sg"] > 0 > steep["central"]

# Transient: the flux is not constant in a cell, error should fall as h^2.
fine = 81
reference, moved_fine = anneal(fine)
error = {r: np.max(np.abs(anneal(r)[0][::r] - reference[::fine]))
         for r in (5, 15)}
error_ratio = error[5] / error[15]
assert 5 < error_ratio < 14
_, moved_coarse = anneal(1)
_, moved_central = anneal(1, scheme="central")
_, moved_half_step = anneal(fine, steps=360)
x_fine, h_fine = mesh(fine)
dip = np.argmin(reference)
assert x_fine[dip] > junction and reference[dip] < boron_start
assert moved_fine > 0

# ---- one cell worked by hand ----
x1, x2 = 80 * NM, 120 * NM
n1, n2 = donor_profile(x1), donor_profile(x2)
u1, u2 = neutral_potential(n1), neutral_potential(n2)
c1, c2 = 2e17, 1e17
a_cell = -(u2 - u1)
rate = boron_diff / coarse_h
flux_sg = rate * (bernoulli(a_cell) * c1 - bernoulli(-a_cell) * c2)
flux_fick = rate * (c1 - c2)
flux_central = rate * ((1 - a_cell / 2) * c1 - (1 + a_cell / 2) * c2)
assert flux_sg < 0 < flux_fick
c2_eq = c1 * np.exp(-a_cell)
spurious = rate * ((1 - a_cell / 2) * c1 - (1 + a_cell / 2) * c2_eq)
residual_sg = rate * (bernoulli(a_cell) * c1 - bernoulli(-a_cell) * c2_eq)
assert abs(residual_sg) < 1e-12 * rate * c1

u_in_cell = lambda s: neutral_potential(donor_profile(x1 + s * (x2 - x1)))
drive = c1 * np.exp(-u1) - c2 * np.exp(-u2)
flux_curved = rate * drive / quad(lambda s: np.exp(-u_in_cell(s)), 0, 1)[0]
flux_variable = rate * drive / quad(
    lambda s: np.exp(-u_in_cell(s)) / fermi_factor(u_in_cell(s)), 0, 1)[0]
_, check = collocate(c1 / 1e17, c2 / 1e17, -u_in_cell(s_nodes),
                     np.ones(order + 1))
assert np.max(np.abs(check * 1e17 * rate / flux_curved - 1)) < 1e-5

# ---- neglected effects, each on the same fine-mesh anneal ----
variants = {
    "electron degeneracy": dict(potential=degenerate_potential),
    "Poisson, not neutral": dict(potential=poisson_potential),
    "boron's own charge": dict(own_charge=True),
    "Fermi-dependent D": dict(fermi_diff=True),
    "moving arsenic": dict(move_donors=True),
    "tenfold defects": dict(boost=10.0),
}
moved = {name: anneal(fine, **opts)[1] for name, opts in variants.items()}
donors_fine = donor_profile(x_fine)
poisson_shift = np.max(np.abs(poisson_potential(donors_fine, h_fine)
                              - neutral_potential(donors_fine)))
assert poisson_shift < 0.1

print(f"temperature: {temperature:.0f} K; kT/q: {thermal_voltage:.4f} V")
print(f"intrinsic concentration (rough): {n_intrinsic:.1e} cm^-3")
print(f"arsenic plateau: {donor_peak:.1e} cm^-3")
print(f"arsenic edge: {junction/NM:.0f} nm, erfc width {width/NM:.0f} nm")
print(f"boron diffusivity (rough): {boron_diff:.2e} cm^2/s")
print(f"arsenic intrinsic diffusivity (rough): {arsenic_diff:.2e} cm^2/s")
print(f"cell: {x1/NM:.0f} to {x2/NM:.0f} nm, h = {coarse_h/NM:.0f} nm")
print(f"arsenic at its ends: {n1:.4e}, {n2:.4e} cm^-3")
print(f"reduced potentials u: {u1:.4f}, {u2:.4f}")
print(f"a for boron: {a_cell:.4f}")
print(f"mean field: {thermal_voltage*(u1-u2)/coarse_h/1e3:.1f} kV/cm")
print(f"B(a), B(-a): {bernoulli(a_cell):.4f}, {bernoulli(-a_cell):.4f}")
print(f"D/h: {rate:.3e} cm/s")
print(f"boron at the ends: {c1:.1e}, {c2:.1e} cm^-3")
print(f"flux, Scharfetter-Gummel: {flux_sg:.4e} cm^-2 s^-1")
print(f"flux, diffusion alone: {flux_fick:.4e} cm^-2 s^-1")
print(f"flux, central difference: {flux_central:.4e} cm^-2 s^-1")
print(f"flux, curved potential: {flux_curved:.4e} cm^-2 s^-1")
print(f"flux, curved and Fermi-dependent D: {flux_variable:.4e} cm^-2 s^-1")
print(f"zero-flux right concentration: {c2_eq:.4e} cm^-3")
print(f"zero-flux ratio, exact: {np.exp(-a_cell):.4f}")
print(f"zero-flux ratio, central: {(1-a_cell/2)/(1+a_cell/2):.4f}")
print(f"central flux at equilibrium: {spurious:.4e} cm^-2 s^-1")
print(f"SG flux at equilibrium: {residual_sg:.1e} cm^-2 s^-1")
print(f"largest relative flux error vs collocation: {flux_error:.1e}")
print(f"flux, curved cell at equilibrium (D/h units): {curved_zero:.1e}")
print(f"box length: {x_coarse[-1]/NM:.0f} nm")
print(f"final left/right boron, Boltzmann: {boltzmann[0]:.3f}")
print(f"final left/right boron, SG 40 nm: {final['sg'][0]:.3f}")
print(f"final left/right boron, central 40 nm: {final['central'][0]:.3f}")
print(f"SG equilibrium relative error: {equilibrium_error:.1e}")
print(f"steep field a=3, start 1: min SG {steep['sg']:.2e}")
print(f"steep field a=3, start 1: min central {steep['central']:.2e}")
print(f"anneal: {anneal_time:.0f} s, initial boron {boron_start:.1e} cm^-3")
print(f"boron length sqrt(Dt): {np.sqrt(boron_diff*anneal_time)/NM:.1f} nm")
print(f"fine mesh spacing: {h_fine/NM:.3f} nm")
print(f"dose moved left, fine SG: {moved_fine:.4e} cm^-2")
print(f"dose moved left, 40 nm SG: {moved_coarse:.4e} cm^-2")
print(f"dose moved left, 40 nm central: {moved_central:.4e} cm^-2")
print(f"dose moved left, half time step: {moved_half_step:.4e} cm^-2")
print(f"boron dip: {reference[dip]:.3e} cm^-3 at {x_fine[dip]/NM:.1f} nm")
print(f"boron maximum: {reference.max():.3e} cm^-3")
print(f"error ratio for threefold finer mesh: {error_ratio:.2f}")
print("neglected effects: dose moved left, change from fine SG")
for name, value in moved.items():
    print(f"  {name}: {value:.3e} cm^-2, {100*(value/moved_fine-1):+.1f} %")
print(f"conduction-band state density: {states:.2e} cm^-3")
print(f"plateau u, nondegenerate: {neutral_potential(donor_peak):.4f}")
print(f"plateau u, degenerate: {degenerate_potential(donor_peak):.4f}")
print(f"intrinsic Debye length: {np.sqrt(debye_sq)/NM:.2f} nm")
print(f"largest Poisson shift of u: {poisson_shift:.4f}")
print("done: every assertion held")
```

Printed output:

```
temperature: 1273 K; kT/q: 0.1097 V
intrinsic concentration (rough): 1.0e+19 cm^-3
arsenic plateau: 1.0e+20 cm^-3
arsenic edge: 100 nm, erfc width 20 nm
boron diffusivity (rough): 1.40e-14 cm^2/s
arsenic intrinsic diffusivity (rough): 1.50e-15 cm^2/s
cell: 80 to 120 nm, h = 40 nm
arsenic at its ends: 9.2135e+19, 7.8650e+18 cm^-3
reduced potentials u: 2.2322, 0.3838
a for boron: 1.8485
mean field: 50.7 kV/cm
B(a), B(-a): 0.3455, 2.1940
D/h: 3.500e-09 cm/s
boron at the ends: 2.0e+17, 1.0e+17 cm^-3
flux, Scharfetter-Gummel: -5.2605e+08 cm^-2 s^-1
flux, diffusion alone: 3.5000e+08 cm^-2 s^-1
flux, central difference: -6.2046e+08 cm^-2 s^-1
flux, curved potential: -6.2142e+08 cm^-2 s^-1
flux, curved and Fermi-dependent D: -2.2528e+08 cm^-2 s^-1
zero-flux right concentration: 3.1495e+16 cm^-3
zero-flux ratio, exact: 0.1575
zero-flux ratio, central: 0.0394
central flux at equilibrium: -1.5909e+08 cm^-2 s^-1
SG flux at equilibrium: 0.0e+00 cm^-2 s^-1
largest relative flux error vs collocation: 1.3e-12
flux, curved cell at equilibrium (D/h units): 4.6e-13
box length: 400 nm
final left/right boron, Boltzmann: 10.099
final left/right boron, SG 40 nm: 10.099
final left/right boron, central 40 nm: 40.592
SG equilibrium relative error: 2.2e-15
steep field a=3, start 1: min SG 2.95e-06
steep field a=3, start 1: min central -3.00e+00
anneal: 1800 s, initial boron 1.0e+17 cm^-3
boron length sqrt(Dt): 50.2 nm
fine mesh spacing: 0.494 nm
dose moved left, fine SG: 4.6106e+11 cm^-2
dose moved left, 40 nm SG: 4.8935e+11 cm^-2
dose moved left, 40 nm central: 5.5796e+11 cm^-2
dose moved left, half time step: 4.6125e+11 cm^-2
boron dip: 3.738e+16 cm^-3 at 126.4 nm
boron maximum: 1.661e+17 cm^-3
error ratio for threefold finer mesh: 9.05
neglected effects: dose moved left, change from fine SG
  electron degeneracy: 4.796e+11 cm^-2, +4.0 %
  Poisson, not neutral: 4.612e+11 cm^-2, +0.0 %
  boron's own charge: 4.614e+11 cm^-2, +0.1 %
  Fermi-dependent D: 3.017e+11 cm^-2, -34.6 %
  moving arsenic: 2.714e+11 cm^-2, -41.1 %
  tenfold defects: 1.350e+12 cm^-2, +192.9 %
conduction-band state density: 2.46e+20 cm^-3
plateau u, nondegenerate: 2.3124
plateau u, degenerate: 2.4409
intrinsic Debye length: 1.88 nm
largest Poisson shift of u: 0.0126
done: every assertion held
```
